# The relativistic mass in the p spin-orbit integral of heavy atoms: a program that tests the result

```python
# Result under test (Hartree atomic units, V = -Z/r, c = 1/alpha):
#   xi(r) = V'/(2 M^2 c^2 r),  M = 1 + (E - V)/(2 c^2),
#   tends to Z/(2 c^2 r^3) far outside rc = Z/(2 c^2), to 2 c^2/(Z r) far inside.
# For a fixed nonrelativistic 2p orbital the spin-orbit integral changes by
#   F = [1 - 2b - b^2 + b^2 (3+b) exp(b) E1(b)] / mu^2,
#   a = Z/c, mu = 1 - a^2/16, b = a^2/(2 mu).
# Scaled variables in the radial solver: x = Z r, energies in units of Z^2.
# X is the value of L.S: 0 scalar-relativistic, -1 for p1/2, +1/2 for p3/2.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq
from scipy.special import exp1, eval_genlaguerre

c = 1.0 / const.fine_structure
hartree_eV = const.physical_constants["Hartree energy in eV"][0]
bohr = const.physical_constants["Bohr radius"][0]


def xi_definition(r, Z, E, with_mass=True):
    """Spin-orbit function from V, with V' by a complex-step derivative."""
    step = 1e-30
    dV = np.imag(-Z / (r + 1j * step)) / step
    M = 1 + (E + Z / r) / (2 * c**2) if with_mass else 1.0
    return dV / (2 * M**2 * c**2 * r)


def fixed_orbital_integrals(n, Z):
    """Spin-orbit integrals of the nonrelativistic np orbital: with M, without."""
    t = np.linspace(np.log(1e-10), np.log(60.0 * n), 6001)
    r = np.exp(t) / Z
    P = r**2 * np.exp(-Z * r / n) * eval_genlaguerre(n - 2, 3, 2 * Z * r / n)
    weight = P**2 * r
    weight = weight / weight.sum()
    E = -Z**2 / (2 * n**2)
    return (np.sum(weight * xi_definition(r, Z, E)),
            np.sum(weight * xi_definition(r, Z, E, False)))


def closed_form_ratio(Z):
    a2 = (Z / c)**2
    mu = 1 - a2 / 16
    b = a2 / (2 * mu)
    return (1 - 2*b - b**2 + b**2 * (3 + b) * np.exp(b) * exp1(b)) / mu**2


def radial_rhs(t, y, E, a2, X):
    x = np.exp(t)
    M = 1 + 0.5 * a2 * (E + 1 / x)
    xi = a2 / (2 * M**2 * x**3)
    P, Q = y[0], y[1]
    dP = P + 2 * M * x * Q
    dQ = -Q + x * (1 / (M * x**2) - 1 / x - E + X * xi) * P
    if len(y) == 2:
        return [dP, dQ]
    norm = P**2 + a2 * (Q**2 + P**2 / (2 * M**2 * x**2))
    return [dP, dQ, x * norm, x * P**2 * xi, P**2 * a2 / (2 * x**2)]


def both_sides(E, a2, X, cut, extra):
    """Outward and inward solutions, both ending at x = 4."""
    x_in, x_out, x_match = cut * a2 / 2, 60.0, 4.0
    gamma = np.sqrt(3 + 2 * X - a2)
    k = np.sqrt(-2 * E * (1 + a2 * E / 2))
    M_out = 1 + 0.5 * a2 * (E + 1 / x_out)
    starts = [(x_in, (gamma - 1) / a2),
              (x_out, (-k - 1 / x_out) / (2 * M_out))]
    ends = []
    for x_start, Q_start in starts:
        sol = solve_ivp(radial_rhs, (np.log(x_start), np.log(x_match)),
                        [1.0, Q_start] + [0.0] * extra, method="DOP853",
                        rtol=1e-10, atol=1e-12, args=(E, a2, X))
        assert sol.success
        ends.append(sol.y[:, -1])
    return ends


def energy_2p(a2, X):
    def mismatch(E):
        o, i = both_sides(E, a2, X, 1e-7, 0)
        return o[1] / o[0] - i[1] / i[0]
    return brentq(mismatch, -0.16, -0.11, xtol=1e-13)


def orbital_integrals(E, a2, X, cut=1e-7):
    """Normalized integrals of xi with M and of the r^-3 form, units Z^2."""
    o, i = both_sides(E, a2, X, cut, 3)
    total = o[2:] - (o[0] / i[0])**2 * i[2:]
    return total[1] / total[0], total[2] / total[0]


def dirac_energy(a2, kappa):
    n_eff = 2 - abs(kappa) + np.sqrt(kappa**2 - a2)
    return (1 / np.sqrt(1 + a2 / n_eff**2) - 1) / a2


# Limits of xi, evaluated from its definition
Z = 80
E2p = -Z**2 / 8
rc = Z / (2 * c**2)
print(f"speed of light c = {c:.4f} a.u.")
print(f"Z = {Z}: rc = {rc:.4e} bohr = {rc*bohr*1e15:.1f} fm")
print(f"Z = {Z}: a^2 = (Z/c)^2 = {(Z/c)**2:.4f}, 2p energy = {E2p:.1f} hartree")
print("r/rc, xi (hartree), xi/(r^-3 form), xi/(1/r form), log slope:")
for q in (1e-3, 0.1, 1.0, 10.0, 1e3):
    r = q * rc
    xi = xi_definition(r, Z, E2p)
    outer = Z / (2 * c**2 * r**3)
    inner = 2 * c**2 / (Z * r)
    h = 1e-4
    slope = np.log(xi_definition(r*np.exp(h), Z, E2p)
                   / xi_definition(r*np.exp(-h), Z, E2p)) / (2*h)
    mu = 1 + E2p / (2 * c**2)
    assert abs(slope + 1 + 2*mu*r/(mu*r + rc)) < 1e-6
    print(f"  {q:8.3f} {xi:.4e} {xi/outer:.4e} {xi/inner:.4e} {slope:.3f}")
assert abs(xi_definition(1e-5*rc, Z, E2p) * Z*1e-5*rc / (2*c**2) - 1) < 1e-4
r_far, Z_light = 1.0, 1
assert abs(xi_definition(r_far, Z_light, -0.125)
           * 2*c**2*r_far**3 / Z_light - 1) < 1e-4

# Small-a law for several principal quantum numbers
print("Z = 1, relative change divided by a^2: quadrature, first-order law:")
for n in (2, 3, 4, 6):
    with_M, without = fixed_orbital_integrals(n, 1)
    coefficient = (with_M / without - 1) * c**2
    law = -(6 / 5 - 13 / (10 * n**2))
    assert abs(coefficient / law - 1) < 3e-3
    print(f"  n = {n}: {coefficient:.4f} {law:.4f}")

# Dependence on Z: fixed orbital, scalar-relativistic orbital, Dirac
print("Ratios to zeta0 = Z^4/(48 c^2); columns:")
print("  Z | 2p fixed, M | SR orbital, r^-3 | SR orbital, M | Dirac")
extra_rows = []
for Z in (20, 40, 60, 80):
    a2 = (Z / c)**2
    zeta0 = Z**4 / (48 * c**2)
    with_M, without = fixed_orbital_integrals(2, Z)
    assert abs(without / zeta0 - 1) < 1e-8
    assert abs(with_M / without - closed_form_ratio(Z)) < 1e-8
    six_M, six_0 = fixed_orbital_integrals(6, Z)
    E_sr = energy_2p(a2, 0.0)
    sr_M, sr_0 = orbital_integrals(E_sr, a2, 0.0)
    E_half, E_three = energy_2p(a2, -1.0), energy_2p(a2, 0.5)
    assert abs(E_half - dirac_energy(a2, 1)) < 1e-8
    assert abs(E_three - dirac_energy(a2, -2)) < 1e-8
    splitting = dirac_energy(a2, -2) - dirac_energy(a2, 1)
    unit = a2 / 48
    print(f"  {Z} | {with_M/zeta0:.4f} | {sr_0/unit:.4f} |"
          f" {sr_M/unit:.4f} | {splitting/1.5/unit:.4f}")
    extra_rows.append((Z, 100*(with_M/without - 1), -87.5*a2,
                       100*(six_M/six_0 - 1), 100*(sr_M/sr_0 - 1)))
print("Change from M in xi alone, percent; columns:")
print("  Z | 2p fixed | 2p first-order law | 6p fixed | 2p SR orbital")
for row in extra_rows:
    print("  %d | %.2f | %.2f | %.2f | %.2f" % row)

# The spin-orbit integral is the derivative of the energy with respect to X
dX = 0.02
slope_E = (energy_2p(a2, dX) - energy_2p(a2, -dX)) / (2 * dX)
assert abs(slope_E / sr_M - 1) < 2e-4
print(f"Z = {Z}: dE/dX = {slope_E*Z**2:.4f} hartree (finite difference)")
print(f"Z = {Z}: SR integral with M = {sr_M*Z**2:.4f} hartree"
      f" = {sr_M*Z**2*hartree_eV:.1f} eV")
print(f"Z = {Z}: zeta0 = {zeta0:.4f} hartree = {zeta0*hartree_eV:.1f} eV")
print(f"Z = {Z}: fixed 2p with M = {with_M:.4f} hartree"
      f" = {with_M*hartree_eV:.1f} eV")
print(f"Z = {Z}: Dirac splitting = {splitting*Z**2:.4f} hartree"
      f" = {splitting*Z**2*hartree_eV:.1f} eV")

# Where the loss arises, and how little the nuclear volume matters for 2p
def loss_density(x):
    M = 1 - a2 / 16 + a2 / (2 * x)
    return x * np.exp(-x) * (1 - 1 / M**2)


x_c = a2 / 2
loss_in = quad(loss_density, 0, x_c)[0]
loss_out = quad(loss_density, x_c, 5)[0] + quad(loss_density, 5, 60)[0]
assert abs(loss_in + loss_out - (1 - closed_form_ratio(Z))) < 1e-8
assert loss_in < 0.5 * (loss_in + loss_out)
weight_in = quad(lambda x: x * np.exp(-x), 0, x_c)[0]
r_nuc = 7e-15 / bohr
weight_nuc = quad(lambda x: x * np.exp(-x), 0, Z * r_nuc)[0]
print(f"Z = {Z}: share of the loss from r < rc = "
      f"{100*loss_in/(loss_in+loss_out):.2f} percent")
print(f"Z = {Z}: share of zeta0 from r < rc = {100*weight_in:.3f} percent")
print(f"Z = {Z}: share of zeta0 from r < 7 fm = {100*weight_nuc:.4f} percent")

# p1/2 orbital: the r^-3 integral diverges at a point nucleus, with M it does not
gamma = np.sqrt(1 - a2)
cuts = (1e-4, 1e-6, 1e-8)
values = [orbital_integrals(E_half, a2, -1.0, cut) for cut in cuts]
growth = (values[2][1] - values[1][1]) / (values[1][1] - values[0][1])
assert abs(growth / 100**(2 - 2*gamma) - 1) < 1e-2
assert abs(values[2][0] / values[1][0] - 1) < 1e-4
print(f"Z = {Z}: p1/2 exponent gamma = {gamma:.4f},"
      f" SR p exponent = {np.sqrt(3-a2):.4f}")
print("p1/2 orbital: inner cutoff/rc, integral with M, r^-3 form (hartree):")
for cut, (finite, divergent) in zip(cuts, values):
    print(f"  {cut:.0e} {finite*Z**2:.4f} {divergent*Z**2:.2f}")
print(f"growth of increments: {growth:.4f}, predicted {100**(2-2*gamma):.4f}")

print("all good")
```

Printed output:

```
speed of light c = 137.0360 a.u.
Z = 80: rc = 2.1301e-03 bohr = 112.7 fm
Z = 80: a^2 = (Z/c)^2 = 0.3408, 2p energy = -800.0 hartree
r/rc, xi (hartree), xi/(r^-3 form), xi/(1/r form), log slope:
     0.001 2.1997e+08 9.9805e-07 9.9805e-01 -1.002
     0.100 1.8286e+06 8.2966e-03 8.2966e-01 -1.178
     1.000 5.6294e+04 2.5541e-01 2.5541e-01 -1.989
    10.000 1.8942e+02 8.5941e-01 8.5941e-03 -2.815
  1000.000 2.2963e-04 1.0419e+00 1.0419e-06 -2.998
Z = 1, relative change divided by a^2: quadrature, first-order law:
  n = 2: -0.8746 -0.8750
  n = 3: -1.0551 -1.0556
  n = 4: -1.1183 -1.1187
  n = 6: -1.1634 -1.1639
Ratios to zeta0 = Z^4/(48 c^2); columns:
  Z | 2p fixed, M | SR orbital, r^-3 | SR orbital, M | Dirac
  20 | 0.9825 | 1.0248 | 1.0061 | 1.0135
  40 | 0.9377 | 1.1020 | 1.0248 | 1.0565
  60 | 0.8769 | 1.2440 | 1.0570 | 1.1375
  80 | 0.8087 | 1.4792 | 1.1043 | 1.2770
Change from M in xi alone, percent; columns:
  Z | 2p fixed | 2p first-order law | 6p fixed | 2p SR orbital
  20 | -1.75 | -1.86 | -2.32 | -1.82
  40 | -6.23 | -7.46 | -8.24 | -7.01
  60 | -12.31 | -16.77 | -16.17 | -15.03
  80 | -19.13 | -29.82 | -24.87 | -25.34
Z = 80: dE/dX = 50.1837 hartree (finite difference)
Z = 80: SR integral with M = 50.1826 hartree = 1365.5 eV
Z = 80: zeta0 = 45.4412 hartree = 1236.5 eV
Z = 80: fixed 2p with M = 36.7501 hartree = 1000.0 eV
Z = 80: Dirac splitting = 87.0403 hartree = 2368.5 eV
Z = 80: share of the loss from r < rc = 5.70 percent
Z = 80: share of zeta0 from r < rc = 1.297 percent
Z = 80: share of zeta0 from r < 7 fm = 0.0056 percent
Z = 80: p1/2 exponent gamma = 0.8119, SR p exponent = 1.6307
p1/2 orbital: inner cutoff/rc, integral with M, r^-3 form (hartree):
  1e-04 85.5852 1078.23
  1e-06 85.5852 5598.43
  1e-08 85.5852 31156.60
growth of increments: 5.6542, predicted 5.6543
all good
```
